# Thermal fluctuations of an isolated surface step and its stiffness

## Definitions and conventions

A single step on a crystal surface runs on average along the $y$ axis. Its displacement from that axis is $x(y)$, assumed single-valued: the step has no overhangs at the scale of description. The local angle $\theta$ is given by $\tan\theta=p$, with $p=dx/dy$.

The step has free energy $\beta(\theta)$ per unit of its own length, the line tension. The stiffness at the mean orientation is

$$\tilde\beta=\beta(0)+\beta''(0),$$

where primes on $\beta$ are derivatives with respect to $\theta$. Both are energies per length, here in eV/nm. The quantity to be found is

$$G(y)=\langle[x(y)-x(0)]^2\rangle,$$

an average over equilibrium configurations at temperature $T$. The result is

$$G(y)=D|y|,\qquad D=\frac{kT}{\tilde\beta}.$$

The length $D$ sets the size of all the fluctuations below. From here on $y>0$.

The law holds when $y$ is large compared with $D$ and with the atomic spacing, small compared with the distance $L$ between points that pin the step, and small compared with the distance over which neighbouring steps confine it. The function $\beta(\theta)$ must be smooth at $\theta=0$.

## Energy of a slightly bent step

An element $dy$ of the axis carries a step length $\sqrt{1+p^2}\,dy$. The free energy is therefore $F=\int\varphi(p)\,dy$, with

$$\varphi(p)=\beta(\arctan p)\sqrt{1+p^2}.$$

To second order, $\arctan p=p$ and $\sqrt{1+p^2}=1+p^2/2$, so

$$\varphi(p)=\left[\beta(0)+\beta'(0)p+\tfrac12\beta''(0)p^2\right]\left[1+\tfrac12p^2\right]
=\beta(0)+\beta'(0)p+\tfrac12\tilde\beta\,p^2 .$$

The quadratic term has two sources. Tilting lengthens the step, which costs $\beta(0)p^2/2$, and it changes the free energy per length, which costs $\beta''(0)p^2/2$. This is why the stiffness governs the fluctuations and the line tension alone does not.

The linear term integrates to $\beta'(0)[x(L)-x(0)]$. It is constant if the ends are fixed, and zero if the step is periodic. Apart from constants, the energy is

$$H=\frac{\tilde\beta}{2}\int_0^L\left(\frac{dx}{dy}\right)^2dy .$$

Here $x(y)$ is a coarse-grained line, and $\beta$ is a free energy that already contains the entropy of the kinks inside each coarse element. The slope that must be small is that of the coarse line. Over a length $\Lambda$ its mean square is $G(\Lambda)/\Lambda^2=D/\Lambda$, which gives the condition $\Lambda\gg D$.

## Mode amplitudes

Take a periodic step of length $L$ and write

$$x(y)=\sum_q x_q e^{iqy},\qquad q=\frac{2\pi n}{L},\qquad x_{-q}=x_q^* .$$

Since $\int_0^L e^{i(q-q')y}dy=L\delta_{qq'}$,

$$H=\frac{L\tilde\beta}{2}\sum_q q^2|x_q|^2=L\tilde\beta\sum_{q>0}q^2(u_q^2+v_q^2),\qquad x_q=u_q+iv_q .$$

The second form joins $q$ and $-q$, which are not independent. Each of the real variables $u_q$ and $v_q$ enters quadratically and so carries a mean energy $kT/2$:

$$L\tilde\beta q^2\langle u_q^2\rangle=L\tilde\beta q^2\langle v_q^2\rangle=\frac{kT}{2}
\quad\Rightarrow\quad
\langle|x_q|^2\rangle=\frac{kT}{L\tilde\beta q^2}=\frac{D}{Lq^2}.$$

Different modes are uncorrelated. For the pair $q,-q$ this follows from $\langle x_q^2\rangle=\langle u_q^2\rangle-\langle v_q^2\rangle+2i\langle u_qv_q\rangle=0$. The mode $q=0$ shifts the whole step and cancels from any displacement difference.

## The sum over modes

The difference is $x(y)-x(0)=\sum_q x_q(e^{iqy}-1)$, and $|e^{iqy}-1|^2=2(1-\cos qy)$. Adding $q$ and $-q$ gives

$$G(y)=\frac{4D}{L}\sum_{n=1}^\infty\frac{1-\cos q_ny}{q_n^2}
=\frac{DL}{\pi^2}\,S(\phi),$$

with

$$S(\phi)=\sum_{n=1}^\infty\frac{1-\cos n\phi}{n^2},\qquad \phi=\frac{2\pi y}{L}.$$

To sum the series, consider $f(\phi)=\pi\phi/2-\phi^2/4$ on $0\le\phi\le2\pi$. It is symmetric about $\phi=\pi$, so it has a cosine series. One integration by parts, whose boundary term vanishes because $\sin n\phi$ is zero at both ends, gives the coefficients

$$a_n=\frac1\pi\int_0^{2\pi}f\cos n\phi\,d\phi=-\frac1{\pi n}\int_0^{2\pi}\frac{\pi-\phi}{2}\sin n\phi\,d\phi=-\frac1{n^2}.$$

The last integral equals $\pi/n$, as a further integration by parts shows. Hence $f(\phi)=a_0/2-\sum\cos(n\phi)/n^2$. Setting $\phi=0$, where $f=0$, fixes $a_0/2=\sum1/n^2$. Thus $f=S$, and

$$G(y)=\frac{DL}{\pi^2}\left[\frac{\pi^2y}{L}-\frac{\pi^2y^2}{L^2}\right]
=Dy\left(1-\frac yL\right).$$

For $y\ll L$ this becomes $G=Dy$. The same limit can be taken earlier by replacing the mode sum with an integral:

$$G(y)=\frac{2D}{\pi}\int_0^\infty\frac{1-\cos qy}{q^2}\,dq=\frac{2Dy}{\pi}\int_0^\infty\frac{1-\cos u}{u^2}\,du=Dy .$$

The last integral is $\pi/2$, in agreement with the sum.

The integral also shows how little the atomic scale matters. If waves shorter than $2a$ are left out, where $a$ is the atomic spacing along the step, the missing part starts at $Q=\pi/a$. For $Qy\gg1$ the cosine oscillates fast and contributes little, so the missing part is

$$\frac{2D}{\pi}\int_Q^\infty\frac{dq}{q^2}=\frac{2Da}{\pi^2},$$

which does not grow with $y$.

## Pinned ends and subtraction of a chord

For a step pinned at both ends, divide the line into short elements. The Boltzmann factor of $H$ is a product of Gaussians, one for each element, so the increments of $x$ are independent before the ends are fixed. An increment $A$ over length $y$ has variance $Dy$. The sum $B$ of all the other increments has variance $D(L-y)$. Pinning both ends at $x=0$ requires $B=-A$, so the weight of $A$ is

$$\exp\left[-\frac{A^2}{2Dy}-\frac{A^2}{2D(L-y)}\right]
=\exp\left[-\frac{A^2}{2}\,\frac{L}{Dy(L-y)}\right].$$

The variance is again $Dy(1-y/L)$, wherever the segment lies between the pins.

The same factor appears when a straight chord is subtracted from an image of an unpinned step. Let the chord join the ends of a window of length $W$. The corrected increment is $A-(y/W)(A+B)$, where $B$ now has variance $D(W-y)$. Its variance is

$$\left(1-\frac yW\right)^2Dy+\frac{y^2}{W^2}D(W-y)=Dy\left(1-\frac yW\right).$$

Data treated in this way should be compared with the finite-length formula, with $W$ in place of $L$.

## Microscopic meaning: a kink model

Let the step consist of columns of width $a$. Between neighbouring columns it jumps by $na$, where $n$ is any integer, at a cost $\varepsilon|n|$. Each column also costs a fixed ledge energy $\varepsilon$. The jumps are independent. With $z=e^{-\varepsilon/kT}$ and an auxiliary field $h$ that favours one direction,

$$\sum_n z^{|n|}e^{hn}=\frac1{1-ze^h}+\frac1{1-ze^{-h}}-1=\frac{1-z^2}{1+z^2-2z\cosh h}.$$

The denominator is $(1-z)^2[1-v(\cosh h-1)]$, with

$$v=\frac{2z}{(1-z)^2}=\frac{1}{2\sinh^2(\varepsilon/2kT)} .$$

The logarithm of the sum is therefore

$$\lambda(h)=\ln\frac{1+z}{1-z}-\ln[1-v(\cosh h-1)]
=\lambda(0)+\frac{v}{2}h^2+\frac{v+3v^2}{24}h^4+\dots$$

The coefficient of $h^2/2$ is the variance of $n$ at $h=0$, so $\langle n^2\rangle=v$. Independent jumps add their variances, and $y/a$ columns give

$$G(y)=\frac ya\,a^2\langle n^2\rangle=a\,v\,y .$$

The stiffness of the same model follows separately, from the free energy of a tilted step. For a long step the field that produces mean slope $p$ satisfies $p=\lambda'(h)$, which is $vh$ to first order. Removing the field energy gives the free energy per projected length,

$$\varphi(p)=\frac{\varepsilon}{a}-\frac{kT}{a}[\lambda(h)-hp]
=\varphi(0)+\frac{kT}{2av}\,p^2+\dots$$

because $\lambda(h)-hp=\lambda(0)+p^2/2v-p^2/v$. Comparison with the expansion of $\varphi$ found earlier gives

$$\tilde\beta=\frac{kT}{av}=\frac{2kT}{a}\sinh^2\frac{\varepsilon}{2kT},$$

and hence $av=kT/\tilde\beta=D$. The random walk of the kinks and the capillary line agree. In this model the linear law holds at every whole number of columns, even where single jumps are steep, provided that $\tilde\beta$ is the thermodynamic stiffness.

The ledge energy does not enter $\tilde\beta$. A constant $c$ in $\varphi$ corresponds to $\beta=c\cos\theta$, for which $\beta+\beta''=0$.

At low temperature $v\to2z$, so $D\to2ae^{-\varepsilon/kT}$ and the stiffness grows as $(kT/2a)e^{\varepsilon/kT}$. The line tension meanwhile tends to the finite value $\varepsilon/a$. A cold step is straight because kinks are rare, although its line tension is not large.

The $h^4$ term measures the departure from a Gaussian distribution. Fourth cumulants of independent jumps add, so after $m$ columns the excess kurtosis is

$$\frac{m(v+3v^2)}{(mv)^2}=\frac{3+1/v}{m}.$$

## Neighbouring steps

Let neighbours at distance $\ell$ on either side be replaced by fixed straight lines, and let $V(x)$ be the resulting energy per length of the middle step. Over a short length $dy$ the statistical weight $w(x,y)$ is spread by a Gaussian of variance $D\,dy$ and multiplied by $1-V\,dy/kT$. Hence

$$\frac{\partial w}{\partial y}=-\mathcal Lw,\qquad
\mathcal L=-\frac D2\frac{\partial^2}{\partial x^2}+\frac{V(x)}{kT}.$$

Let $\psi_n$ be the normalized eigenfunctions of $\mathcal L$ and $r_n$ their decay rates. Far from the ends of a long step only $\psi_0$ survives. The joint probability density of positions $x$ and $x'$, a distance $y$ apart, is then

$$\psi_0(x)\psi_0(x')\sum_n\psi_n(x)\psi_n(x')e^{-(r_n-r_0)y}.$$

With $x_{0n}=\int\psi_0x\psi_n\,dx$, this gives

$$G(y)=2\sum_n x_{0n}^2\left[1-e^{-(r_n-r_0)y}\right].$$

For small $y$ the slope is $2\sum_nx_{0n}^2(r_n-r_0)$, which is the mean of the double commutator $[x,[\mathcal L,x]]$ in $\psi_0$. Since $[\mathcal L,x]=-D\,\partial/\partial x$, the double commutator equals $D$. Neighbours therefore leave the initial slope unchanged. Because $1-e^{-s}\le s$, they can then only lower $G$ below $Dy$, and at large $y$ it saturates at $2\langle x^2\rangle$.

A closed form exists for a spring potential $V=cx^2/2$. With $\xi=\sqrt{\tilde\beta/c}$, the ground state is $\psi_0\propto e^{-x^2/(2D\xi)}$. The function $x\psi_0$ is also an eigenfunction, because

$$\mathcal L(x\psi_0)=x\mathcal L\psi_0-D\psi_0'=(r_0+1/\xi)\,x\psi_0 .$$

A single term survives in the sum, and the initial slope fixes its weight:

$$G(y)=D\xi\left(1-e^{-y/\xi}\right).$$

The isolated-step law then requires $y\ll\xi$, and the first relative loss is $y/2\xi$.

## Worked example

The parameters are rough typical values for single-layer steps on Si(111) near 900 °C: $T=1173$ K, $\tilde\beta=0.30$ eV/nm and $a=0.384$ nm. Then $kT=0.1011$ eV, and

$$D=\frac{0.1011}{0.30}\ \text{nm}=0.337\ \text{nm}.$$

| $y$ (nm) | $G$ (nm²) | $\sqrt G$ (nm) |
|---:|---:|---:|
| 10 | 3.37 | 1.84 |
| 100 | 33.7 | 5.80 |
| 1000 | 337 | 18.4 |

The digits serve to follow the arithmetic. The stiffness is a rough input, and $G$ inherits its relative uncertainty.

The mean-square slope is $0.337/0.384=0.88$ over one atomic spacing and $0.0034$ over 100 nm. Slopes on the atomic scale are thus too large to justify a small-slope expansion, while the expansion for the coarse line is sound at 100 nm.

A square kink model with this stiffness needs

$$\varepsilon=2kT\,\text{arcsinh}\sqrt{\frac{\tilde\beta a}{2kT}}=0.141\ \text{eV},\qquad v=0.877 .$$

Its line tension is $\varphi(0)=[\varepsilon-kT\lambda(0)]/a=0.234$ eV/nm, so $\beta''(0)=0.066$ eV/nm. If $\beta(0)$ were used in place of $\tilde\beta$, $G$ would come out about 28% too large. This figure belongs to the model, because $\beta(0)$ depends on the ledge energy, here set equal to $\varepsilon$. After 260 columns, or 99.84 nm, the excess kurtosis is 0.016, so the distribution is close to Gaussian.

## Size of the neglected effects

Each effect is taken alone, at $y=100$ nm unless stated, and percentages are relative to $Dy$.

- **Finite length.** With pins 5000 nm apart, $G$ falls by $100/5000=2\%$, to 33.0 nm². At $y=1000$ nm the loss is 20%.
- **Neighbours.** Let $\ell=100$ nm and $V=g/(\ell+x)^2+g/(\ell-x)^2$, with a rough repulsion coefficient $g=0.02$ eV nm. The operator $\mathcal L$ was diagonalized on a grid of 800 points between hard walls at $x=\pm\ell$. The loss is 0.8% for the walls alone and 1.0% with repulsion. At 1000 nm these become 7% and 9%. For this value of $g$, most of the loss comes from the ban on crossing, which removes configurations, and less from the repulsion. A stronger repulsion changes the balance: at $g=0.2$ eV nm the loss at 100 nm is 1.9%, of which the walls alone give less than half.
- **Misalignment.** If the reference axis is tilted by a small angle $\alpha$, the measured difference gains $y\tan\alpha$. The cross term averages to zero, and $G$ gains $y^2\tan^2\alpha$. For 1° this is 3.05 nm², or 9%. The relative error grows in proportion to $y$.
- **Temperature.** A rise of 20 K at fixed $\varepsilon$ raises $G$ by 4.0% in the kink model. The factor $kT$ accounts for 1.7%, and the rest comes from the softer step.
- **Short waves.** Waves shorter than $2a$ carry $2Da/\pi^2=0.026$ nm², or 0.08%, in the continuum line. This gives only the scale of atomic corrections: in the kink model the linear law holds at every column and no such part is lost.

For these settings, misalignment is the largest error on the list. The ranking depends on the angle chosen: the term scales as $\alpha^2$ and is 2.3% at 0.5°, below the temperature effect.

On real Si(111) the step geometry is not that of a square lattice, so 0.141 eV is a parameter of the illustration and not a kink energy of silicon. The value also belongs to the model without overhangs: at $\varepsilon/kT=1.4$ kinks are dense, and a square lattice with the same $\varepsilon$ that allows overhangs has the same line tension but a $D$ larger by more than 10%. Real neighbours also move, silicon sublimes slowly at this temperature, and a step interacts elastically with itself. None of these three effects is sized here. Among the effects that are sized, an error in the mean direction matters most for these settings: one degree moves the 100 nm result from 33.7 to 36.7 nm².

## Extracting a stiffness

For a step pinned over $L$, or an image from which a chord of length $L$ was subtracted, the estimate is

$$\tilde\beta=\frac{kT\,y\,(1-y/L)}{G(y)} .$$

The average must run over independent equilibrium configurations, or over a step long enough to contain many independent segments. An independent position error of variance $\sigma^2$ at each point adds $2\sigma^2$ to $G$ at every $y>0$ if no chord is subtracted. With a chord, the errors of its two ends enter as well, and for segments inside the window the addition is $2\sigma^2(1+y^2/L^2)$, which is close to $2\sigma^2$ for $y\ll L$. The constant should be fitted as the intercept of $G$ plotted against $y(1-y/L)$, whose slope is $D$. With a chord, only points with $y\ll L$ should enter this fit. A plot of $G/[y(1-y/L)]$ against $y$, after the intercept is removed, should then be flat, except that with a chord the remaining error term $2\sigma^2y^2/L^2$ makes it rise as $y$ approaches $L$. If no chord was subtracted, a tilted axis produces a rise, in proportion to $y$ for $y\ll L$; subtracting a chord removes the tilt. Confinement by neighbours makes the plot fall as $y$ increases from small values. With pinned ends or a subtracted chord, the plot rises again as $y$ approaches $L$, so confinement should be looked for at $y$ below about $L/2$. If $L$ is shorter than $\xi$, pins or a chord hide most of the effect: for the spring potential with $L=\xi/2$ the drop at $y=L/10$ is below 0.4%, against $y/2\xi=2.5\%$ for a long step with no chord subtracted.

Numbers in the example were calculated in double precision.
